# Ionization near the walls gives a flat centre, not a hollow

**Q:** I have a plasma between two parallel electrodes, and nearly all the ionization happens close to them. The middle makes almost no ions, so the density there must be lower than near the electrodes. Ionization at the edge should hollow the profile.

**A:** That takes the density profile to be a copy of the production profile. Density also depends on where ions go and where they are lost. What happens to an ion that wanders into your middle region?

**Q:** Let us say nothing destroys it there. It is neutralized when it reaches a wall.

**A:** Then take the sharpest version of your case. The slab is $|x|<l$, uniform along the electrodes, with $x=\pm l$ at the mean sheath edges. Two thin sheets at $x=\pm a$, with $0<a<l$, each make $G/2$ ions per unit area and time. Between them there is no ionization at all.

For transport, write temperatures in volts, so that the ion diffusion coefficient is $\mu T_i$, with $\mu$ the ion mobility. Electrons are so mobile that their pressure gradient nearly balances the electric force on them:
$$
nE=-(nT_e)' .
$$
The ion flux is then
$$
\Gamma=\mu nE-\mu(nT_i)'=-\mu\,[n(T_e+T_i)]' .
$$
With uniform temperatures and constant mobility this is ambipolar diffusion,
$$
\Gamma=-Dn',\qquad D=\mu(T_e+T_i).
$$
I have used equal electron and ion densities, neglected ion inertia, and taken a constant electron mobility, so that no separate thermal force appears. For now I also set $n(\pm l)=0$.

**Q:** And the steady state?

**A:** Continuity says that the flux changes only where ions are made:
$$
\Gamma'(x)=S(x)=\frac G2\,[\delta(x-a)+\delta(x+a)] .
$$
Between the sheets $S=0$, so $\Gamma$ is constant there. The two halves of the slab are mirror images, so $\Gamma$ is odd and $\Gamma(0)=0$. The constant is therefore zero. Since $\Gamma=-Dn'$, we get $n'=0$ throughout $|x|<a$: the centre is flat.

For the height, integrate continuity across the right sheet. The flux jumps by $G/2$, from zero to $G/2$, and keeps that value up to the wall. There $n'=-G/(2D)$, and with $n(l)=0$,
$$
n(x)=\frac{G(l-x)}{2D}\qquad(a\le x\le l).
$$
Density is continuous at the sheet, since a jump would mean an infinite diffusive flux. Hence
$$
n(x)=n_0=\frac{G(l-a)}{2D}\qquad(|x|\le a),
$$
and the left side follows by symmetry.

**Q:** The algebra is short, but I still don't see what maintains ions in a region that produces none.

**A:** Nothing has to maintain them, because the region loses none on balance. Suppose the middle starts emptier than the sheets. Ions then diffuse inward and accumulate, since there is no sink. The inflow stops when the gradient has gone. Individual ions still cross the middle in both directions, but the net flux is zero.

You can also add the sheets one at a time. With the right sheet alone, the density is a straight line from zero at the left wall up to the sheet, then a straight line down to the right wall. Let its value at the sheet be $n_s$. The fluxes to the two walls must add to the production:
$$
\frac{Dn_s}{l+a}+\frac{Dn_s}{l-a}=\frac G2
\quad\Rightarrow\quad
n_s=\frac{G(l^2-a^2)}{4lD}.
$$
To the left of this sheet the density is therefore
$$
n_s\frac{l+x}{l+a}=\frac{G(l-a)(l+x)}{4lD}.
$$
The left sheet contributes the mirror image, with $l-x$ in place of $l+x$. Between the sheets the sum contains $(l+x)+(l-x)=2l$, which gives $G(l-a)/(2D)$ again. Each sheet alone gives a slope, and the two slopes cancel.

**Q:** So moving the sheets toward the walls never digs a hole?

**A:** Not in this model. At fixed $G$ and $D$ it lowers the whole plateau in proportion to $l-a$ and widens it. As $a\to l$ the density goes to zero everywhere, because new ions escape at once. In the other limit, $a\to0$, the plateau shrinks to a point and the profile is a triangle of height $Gl/(2D)$. Ionization near the wall is inefficient at building density, and that is a different statement from hollowing.

**Q:** Perhaps infinitely thin sheets are special. Could some other edge-weighted source make a minimum?

**A:** No. For any source that is nowhere negative,
$$
-Dn''=S\ge0 .
$$
The profile is concave, and a concave curve cannot dip between two higher points. Unequal sheets, $G_1$ on the left and $G_2$ on the right, give a tilted middle. From the single-sheet result, the right sheet contributes a slope $G_2(l-a)/(2lD)$, because its strength is now $G_2$ instead of $G/2$. The left sheet contributes the opposite sign, so
$$
n'=\frac{(G_2-G_1)(l-a)}{2lD}\qquad(|x|<a).
$$
That is a ramp, with no minimum.

For thick symmetric sources, $\Gamma(x)=\int_0^xS(y)\,dy$ on the right half. Integrating $n'=-\Gamma/D$ from the centre to the wall and exchanging the order of integration gives
$$
n(0)=\frac1D\int_0^l dx\int_0^xS(y)\,dy
=\frac1D\int_0^l S(y)(l-y)\,dy .
$$
The centre density depends on the mean distance between the source and its wall. Spreading each sheet evenly about $\pm a$ leaves $n(0)$ unchanged. The plateau then ends at the inner edge of the source.

**Q:** Give me numbers for a process plasma.

**A:** Take a capacitive nitrogen discharge of the kind used for surface treatment, with rough typical values: 0.5 Torr, gas at 300 K, $T_e=2$ eV, and a reduced ion mobility of 2 cm²/(V s). Reduced means referred to 760 Torr and 273.15 K, so at the working gas density
$$
\mu=2\times\frac{760}{0.5}\times\frac{300}{273.15}=3339\ \mathrm{cm^2/(V\,s)} .
$$
With $T_i=0.0259$ eV,
$$
D=3339\times2.0259=6764\ \mathrm{cm^2/s}.
$$
Let $l=2$ cm and $a=1.5$ cm, so each sheet is 0.5 cm from its sheath edge, and choose $G=2.5\times10^{13}$ cm⁻² s⁻¹. Then
$$
n_0=\frac{2.5\times10^{13}\times0.5}{2\times6764}
=9.24\times10^{8}\ \mathrm{cm^{-3}},
$$
or $9.24\times10^{14}$ m⁻³. A finite-difference solution of the diffusion equation gives this same value at $x=0$, 0.5, 1.0 and 1.5 cm, and half of it at 1.75 cm, midway between sheet and wall. Each wall receives $1.25\times10^{13}$ ions cm⁻² s⁻¹, a current density of 2.0 µA/cm². The numerical output lists these and most of the later values.

**Q:** My global model doesn't resolve the profile. Does any of this matter to it?

**A:** It matters through the wall-loss frequency, the total loss divided by the total ion content. The plateau contributes $2an_0$ to the content and the two triangles together contribute $(l-a)n_0$:
$$
\int_{-l}^{l}n\,dx=n_0(l+a)=\frac{G(l^2-a^2)}{2D}.
$$
In the steady state the loss equals $G$, so
$$
\nu_w=\frac{2D}{l^2-a^2}=\frac{2\times6764}{4-2.25}=7730\ \mathrm{s^{-1}} .
$$
Compare a plasma with the same ionization frequency $\nu_i$ everywhere. It obeys $Dn''+\nu_in=0$. The positive solution that vanishes at both walls is $\cos(\pi x/2l)$, which requires
$$
\nu_i=\frac{\pi^2D}{4l^2}=4172\ \mathrm{s^{-1}} .
$$
This is also its wall-loss frequency. If you used it for the sheet source at the same $G$ and $D$, you would overestimate the mean density by a factor of $7730/4172=1.85$. Relative to its own peak, the flat profile in this example is fuller than the cosine, yet it loses ions faster, because its edge gradient is steeper for a given content.

**Q:** You prescribed $G$. In a real discharge the electrons do the ionizing, so production should depend on $n$.

**A:** Let each sheet make $K\,n(a)$ ions per unit area and time, where $K$ has the units of a speed. For a symmetric steady state this must equal the flux to the nearer wall:
$$
Kn(a)=\frac{Dn(a)}{l-a}
\quad\Rightarrow\quad
K=\frac{D}{l-a}=\frac{6764}{0.5}=1.35\times10^4\ \mathrm{cm/s}.
$$
The density cancels. The ionization balance fixes the required strength $K$, and hence the electron temperature at the sheets, while the power balance must set the density. The shape is still the plateau, since the argument for zero flux did not ask what determines $S$.

**Q:** Yet hollow profiles are not impossible. What have you excluded?

**A:** First, loss in the volume. Let ions disappear at a rate $\nu n$, for example by a linearized recombination. Away from the sheets,
$$
Dn''=\nu n,\qquad \Lambda=\sqrt{D/\nu}.
$$
The symmetric solution inside is $n=A\cosh(x/\Lambda)$. Outside, on the right, it is $n=B\sinh[(l-x)/\Lambda]$, which vanishes at the wall. The inner form gives
$$
\frac{n(0)}{n(a)}=\frac1{\cosh(a/\Lambda)}<1 .
$$
Here the middle does need a supply, and a supply from the sheets requires a gradient.

To find the height, put $\alpha=a/\Lambda$ and $\beta=(l-a)/\Lambda$. Continuity gives $B=A\cosh\alpha/\sinh\beta$. The flux jump at the sheet is
$$
\frac D\Lambda\,(A\sinh\alpha+B\cosh\beta)=\frac G2 .
$$
Insert $B$ and multiply by $\sinh\beta$. The bracket becomes $A(\sinh\alpha\sinh\beta+\cosh\alpha\cosh\beta)=A\cosh(\alpha+\beta)$, and $\alpha+\beta=l/\Lambda$. Hence
$$
n(0)=A=\frac{G\Lambda}{2D}\,
\frac{\sinh[(l-a)/\Lambda]}{\cosh(l/\Lambda)} .
$$
As $\nu\to0$, $\Lambda$ grows without limit, the hyperbolic sine tends to its argument and the cosine to 1, and the plateau returns.

**Q:** How much volume loss would I notice?

**A:** A centre 10 % below the sheets needs $\cosh(a/\Lambda)=1/0.9$, so $a/\Lambda=0.467$ and
$$
\nu=D\left(\frac{0.467}{1.5\ \mathrm{cm}}\right)^2
\approx656\ \mathrm{s^{-1}} .
$$
This is less than a tenth of the lossless wall-loss frequency. A modest volume loss can therefore show in the shape.

**Q:** Nitrogen ions are molecular, and they recombine with electrons.

**A:** They do, at a rate $kn^2$. Take a generous coefficient, $k=2\times10^{-7}$ cm³/s. Near the centre $Dn''=kn^2\approx kn(0)^2$, so for a shallow dip
$$
\frac{n(a)}{n(0)}-1\approx\frac{kn(0)a^2}{2D}.
$$
The full nonlinear solution has $n(0)=8.79\times10^8$ cm⁻³. The estimate is then
$$
\frac{2\times10^{-7}\times8.79\times10^8\times2.25}{2\times6764}=0.029 ,
$$
and the solution gives a centre 2.9 % below the sheets. This $k$ is about the room-temperature value for N$_2^+$, and the coefficient falls as the electrons heat. At 2 eV it is nearer $4\times10^{-8}$ cm³/s for N$_2^+$, which gives a dip of only about 0.6 %; the larger value is closer to that of the cluster ion N$_4^+$. The effect grows with density. At ten times this central density, with $k$ and $D$ held fixed, the estimate is 0.29. That is too large for a shallow-dip formula to be accurate, but it means that the plateau has become a poor approximation.

**Q:** What if I look just after switching on?

**A:** Then you can see a hollow without any volume loss. Start from an empty slab, with $G$ and $D$ constant from $t=0$, and expand in functions that vanish at the walls:
$$
n=\sum_{m=0}^{\infty}A_m(t)\cos k_mx,\qquad
k_m=\frac{(2m+1)\pi}{2l}.
$$
Multiply $\partial_tn=D\,\partial_x^2n+S$ by $\cos k_mx$ and integrate over the slab. The square of the cosine integrates to $l$, and the two sheets together give $G\cos k_ma$. Thus
$$
\dot A_m+Dk_m^2A_m=\frac Gl\cos k_ma ,
$$
$$
A_m=\frac{G\cos k_ma}{lDk_m^2}\left(1-e^{-Dk_m^2t}\right).
$$
The slowest term has the time constant
$$
\tau=\frac1{Dk_0^2}=\frac{4l^2}{\pi^2D}=0.24\ \mathrm{ms}.
$$
The centre-to-sheet density ratio is 0.08 at 0.05 ms, 0.58 at 0.2 ms and 0.99 at 1 ms. In a plasma pulsed with an on-time shorter than about $\tau$, and with pauses long enough for the slab to empty, your picture would describe the profile. Those pauses must be much longer than $\tau$, because the electrons cool when the power is off and $D=\mu(T_e+T_i)$ falls. It fails once the middle has had time to fill.

**Q:** My electrodes are discs, not infinite planes. Ions can also leave sideways.

**A:** Sideways loss can act like volume loss in the one-dimensional equation. Let an absorbing side wall stand at radius $R=15$ cm, and let the source taper as $J_0(j_0r/R)$, where $j_0=2.405$ is the first zero of the Bessel function $J_0$. The density has the same radial factor, and the radial part of the Laplacian multiplies it by $-(j_0/R)^2$. This is a loss with $\nu=D(j_0/R)^2$, hence $\Lambda=R/j_0$, and on the axis
$$
\frac{n(0)}{n(a)}=\frac1{\cosh(2.405\times1.5/15)}=0.972 .
$$
The dip is 2.8 %, and a two-dimensional solution gives the same. If the sheets are instead uniform in radius, that solution gives a dip on the axis of only 0.005 %. The side wall is far away compared with $l$, and near the axis the source has no taper to drive a radial outflow. So the geometry alone does not settle the question; the radial shape of the source matters too.

**Q:** You also assumed a uniform electron temperature. If the ionization is near the electrodes, the electrons may be hotter there.

**A:** Go back to $\Gamma=-\mu[n(T_e+T_i)]'$. Zero flux now makes the pressure flat, not the density:
$$
n(T_e+T_i)=\text{constant}\qquad(|x|<a).
$$
If $T_e$ is 2.0 eV at the centre and 2.2 eV at the sheets,
$$
\frac{n(0)}{n(a)}=\frac{2.2+0.0259}{2.0+0.0259}=1.099 .
$$
Hotter edges therefore raise the centre relative to the sheets, against your expectation. The size of the rise relies on the constant electron mobility. If the collision cross section is constant instead, the mobility falls as the electrons heat, and the rise is about half as large. A hotter centre would do the reverse and could produce a hollow with no volume loss.

**Q:** And if the middle is not completely free of ionization?

**A:** Then it becomes a dome. Spread a fraction $f$ of $G$ uniformly. A uniform source $G/(2l)$ alone gives $n=G(l^2-x^2)/(4lD)$, as two integrations with zero density at the walls show. Adding the two parts,
$$
n(0)=\frac G{2D}\left[(1-f)(l-a)+\frac{fl}{2}\right],
$$
$$
n(0)-n(a)=\frac{fGa^2}{4lD}.
$$
For $f=0.1$ the first bracket is $0.45+0.10=0.55$ cm. In the same units the difference is $fa^2/(2l)=0.056$ cm, which leaves 0.494 cm at the sheets. The centre is 11 % denser than the sheets, although 90 % of the ions are still made in them.

**Q:** Which of your assumptions is worst for the density itself?

**A:** Two matter most among those I can estimate here: constant ion mobility and zero density at the sheath edge. Take the mobility first. Between sheet and wall the ions drift fast, and collisions slow them more strongly than a constant mobility allows. Model this by multiplying the friction by $\sqrt{1+(u/u_c)^2}$, where $u=\Gamma/n$ is the drift speed. At low speed the friction per unit ion mass is $eu/(M\mu)$, with $M$ the ion mass. At high speed, suppose that each collision stops the ion and that the mean free path is $\lambda$. Under a steady acceleration $g$ an ion reaches speed $v$ after a distance $v^2/(2g)$, so the speeds are distributed as $e^{-v^2/(2g\lambda)}$. Their mean is $u=\sqrt{2g\lambda/\pi}$, and the friction that balances $g$ is $\pi u^2/(2\lambda)$. Matching the two limits gives
$$
\frac{eu}{M\mu}\,\frac{u}{u_c}=\frac{\pi u^2}{2\lambda}
\quad\Rightarrow\quad
u_c=\frac{2\lambda e}{\pi M\mu}.
$$
For a collision cross section of roughly $10^{-14}$ cm², $\lambda\approx0.0062$ cm and $u_c\approx4.1\times10^4$ cm/s. The diffusion law becomes
$$
Dn'=-\Gamma\sqrt{1+\frac{n_c^2}{n^2}},\qquad n_c=\frac{\Gamma}{u_c}.
$$
Separate the variables and integrate from the sheet to the wall, with $\Gamma=G/2$ constant:
$$
\int_{n_w}^{n_0}\frac{n\,dn}{\sqrt{n^2+n_c^2}}
=\frac{\Gamma(l-a)}D ,
$$
$$
\sqrt{n_0^2+n_c^2}=\frac{\Gamma(l-a)}D+\sqrt{n_w^2+n_c^2}.
$$
I have also dropped the zero-density wall condition. For a first estimate, let ions leave at the Bohm speed, $2.6\times10^5$ cm/s. The wall density $n_w$ is then 5 % of the simple plateau, and together the two corrections raise $n_0$ to about $1.2\times10^9$ cm⁻³, 29 % above the simple result. Nearly all of this comes from the friction: so small a wall density adds only about half a percentage point to it. But the mean free path here is much shorter than the Debye length near the edge, so collisions keep the ions well below the Bohm speed as they enter the sheath. The edge density is then higher. With $n_w$ at a quarter of the simple plateau, the same formula puts $n_0$ 38 % above the simple result. That edge density alone would give 25 %, so the two corrections do not simply add. Both percentages are rough, since they depend on the cross section and on where neutrality is taken to fail. Between the sheets the flux is still zero, so there is no drift and no friction to change, and the centre stays flat.

**Q:** How close is all this to a real reactor?

**A:** The pressure, gap and electron temperature are of a plausible size for a capacitive nitrogen plasma, but the density is at the low end, which keeps recombination small. The Debye length at the plateau is 0.035 cm, about 7 % of the distance from sheet to sheath edge, so charge neutrality is reasonable in the plateau. It fails towards the electrode. Where the density has fallen to 20 % of the simple plateau, the friction formula makes it vary over about 0.05 cm, less than the local Debye length of 0.08 cm. The sheath must therefore begin at a higher density than the 5 % of the Bohm estimate, roughly at a quarter of the plateau. The thin sheets stand for ionization by electrons heated at the sheath edges. I have assumed that localization, not calculated it from the electron kinetics, and a real source will have some tail into the middle. In this example a 10 % uniform share changes the shape more than the recombination or the lateral loss does, and in the opposite direction. I would expect the height to be off by tens of per cent before I trusted a few per cent of curvature.

**Q:** Then if I measure a steady hollow between two ionizing layers, I should not blame the position of the layers.

**A:** Not by itself. Look for what drives a net inward flux, such as recombination or sideways loss, or for a hotter centre that lowers the density at constant pressure. Check too that the discharge has been on for several $\tau$. The layers' position sets where the plateau ends and how high it stands; the dip needs another cause, such as one of these.

## Values computed for the example and the checks

```
gas pressure                         0.50 Torr
gas temperature                      300 K
electron temperature                 2.00 eV
ion temperature                      0.0259 eV
half-width l                         2.00 cm
sheet position a                     1.50 cm
electrode radius R                   15.0 cm
total source G                       2.50e+13 cm^-2 s^-1
gas density                          1.609e+16 cm^-3
reduced ion mobility                 2.00 cm2/(V s)
ion mobility at pressure             3339 cm2/(V s)
ambipolar D                          6764 cm2/s
plateau density, formula             9.240e+08 cm^-3
computed density at x = 0.00 cm     9.240e+08 cm^-3
computed density at x = 0.50 cm     9.240e+08 cm^-3
computed density at x = 1.00 cm     9.240e+08 cm^-3
computed density at x = 1.50 cm     9.240e+08 cm^-3
computed density at x = 1.75 cm     4.620e+08 cm^-3
ion flux to each wall                1.250e+13 cm^-2 s^-1
ion current density at each wall     2.00 uA/cm2
loss frequency, sheets               7730 s^-1
loss frequency, cosine profile       4172 s^-1
ratio of loss frequencies            1.853
self-sustaining sheet strength K     13528 cm/s
volume loss for a 10 % dip           656 s^-1
slowest filling time tau             0.240 ms
centre/sheet density at 0.05 ms      0.0761
centre/sheet density at 0.20 ms      0.5815
centre/sheet density at 1.00 ms      0.9881
recombination coefficient            2.0e-07 cm3/s
central dip from recombination       2.87 %
centre density with recombination    8.791e+08 cm^-3
lateral dip, tapered, formula        2.82 %
lateral dip, tapered, 2D             2.82 %
lateral dip, uniform sheets, 2D      0.0050 %
centre/sheet, Te 10 % up at sheets   1.0987
centre/sheet, 10 % uniform source    1.1139
Bohm speed                           2.625e+05 cm/s
wall density / plateau               0.0515
ion cross section                    1.0e-14 cm2
ion mean free path                   0.00621 cm
ion friction crossover speed u_c     4.082e+04 cm/s
plateau with wall and friction terms 1.195e+09 cm^-3
its ratio to the simple plateau      1.294
Debye length at plateau              0.0346 cm
```
